Moment growth of the stochastic heat equation from the delta Bose gas

At late times, the high moments of a field that obeys a heat equation with multiplicative white noise cannot be found reliably by averaging over a few thousand simulated fields. For a discretised stochastic heat equation at time 12, the third moment at one point is 8.2×10⁵. In 20 batches of 100 simulations, the median batch gave 5×10⁻⁵ of this value. All 2000 simulations together gave 38 times too much, practically all of it from one exceptionally rare sample. The moments are carried by rare peaks, so their growth has to be calculated.

**The equation and the claim**

Let Z(t,x) solve, on the whole line,

∂Z/∂t = ½ ∂²Z/∂x² + Z ξ, Z(0,x) = 1, (1)

where ξ is Gaussian white noise, E[ξ(t,x)ξ(s,y)] = δ(t−s)δ(x−y), and the product is read in the Itô sense, so that E[Z] = 1. For each fixed integer n ≥ 1 it will be shown that

E[Zⁿ] = Aₙ(t) exp(Λₙt), Λₙ = n(n²−1)/24, (2)

with Aₙ(t) ≥ 1 at all times and Aₙ(t) → 2ⁿ⁻¹ as t → ∞. The moments do not depend on x, because the start and the noise are translation invariant.

**From noise to attraction**

First smooth the noise in space, replacing δ(x−y) by a smooth, even, positive function R(x−y) of unit integral that is a possible covariance, such as a narrow Gaussian. The Feynman–Kac formula expresses the solution as an average over a Brownian path B starting at x:

Z(t,x) = E_B exp[∫₀ᵗ ξ(t−s,B_s) ds − ½R(0)t]. (3)

The last term is the Itô correction, which keeps E[Z] = 1. The nth power needs n independent paths Bᵢ. For given paths the summed noise integral is Gaussian, with variance

nR(0)t + 2 Σ_{i<j} ∫₀ᵗ R(Bᵢ−Bⱼ) ds.

Averaging its exponential gives the exponential of half this variance. The part ½nR(0)t cancels against the n Itô terms, and only the pairs remain.

Now let R → δ. The kth moment of one pair integral is k! times an integral over ordered times of products of transition densities. The difference of two paths has variance 2t, so each density is at most (4πs)^(−1/2), and

E[(∫R ds)ᵏ] ≤ k! (t/4)^(k/2)/Γ(k/2+1).

The exponential series therefore converges uniformly in the smoothing, for any prefactor in the exponent. The same calculation with two different smoothings shows that the smoothed solutions converge in mean square; bounded higher moments then let every moment pass to the limit:

E[Zⁿ] = E exp(Σ_{i<j} ℓᵢⱼ), ℓᵢⱼ = ∫₀ᵗ δ(Bᵢ−Bⱼ) ds. (4)

Equivalently, E[Zⁿ] is exp(−tH) acting on the constant 1, evaluated where all particles coincide, with

H = −½ Σᵢ ∂ᵢ² − Σ_{i<j} δ(xᵢ−xⱼ). (5)

This is the attractive delta Bose gas in units ħ = m = 1. The attraction arises because paths that meet sample the same noise.

**The bound state**

Let S = Σ_{i<j}|xᵢ−xⱼ| and ψ = exp(−S/2). In the sector x₁ < … < xₙ, coordinate xⱼ enters S with factor 2j−n−1, so

ψ = exp(Σⱼ kⱼxⱼ), kⱼ = (n+1−2j)/2.

The kinetic term multiplies ψ by −½Σkⱼ². The sum is

Σⱼ(n+1−2j)² = n(n+1)² − 2n(n+1)² + (2/3)n(n+1)(2n+1)
= n(n+1)[−(n+1) + (4n+2)/3] = n(n²−1)/3. (6)

Hence ½Σkⱼ² = n(n²−1)/24 = Λₙ. At a contact put r = xᵢ−xⱼ. The two kinetic terms contain −∂²/∂r², and

∂²/∂r² exp(−|r|/2) = ¼exp(−|r|/2) − δ(r).

The kinetic energy thus produces +δ(r)ψ, which cancels the attraction −δ(r)ψ. Points where three or more particles meet add nothing, since ψ is bounded there and they have codimension at least two. Therefore Hψ = −Λₙψ.

Lattice diagonalisation, extrapolated to zero spacing, gives rates 0.2500, 1.0004 and 2.4991 for n = 2, 3, 4, against 0.25, 1 and 2.5 from the formula.

**Why this energy governs the moment**

The constant 1 is not square integrable, so the eigenvalue alone does not settle its evolution. Let aᵢ = Σ_{j≠i} sgn(Bᵢ−Bⱼ). Tanaka's formula for r = Bᵢ−Bⱼ, whose variance is 2t, reads d|r| = sgn(r)dr + 2δ(r)dt: the second derivative of |r| is 2δ(r), and it is multiplied by half of 2dt. Summing over pairs,

S_t = ∫a·dB + 2Σℓᵢⱼ, so Σℓᵢⱼ = ½S_t − ½∫a·dB. (7)

At almost every time the particles are distinct, and the numbers aᵢ are then the numbers n+1−2j in some order. By (6), |a|² = 8Λₙ. Multiply and divide (4) by exp(Λₙt) = exp(⅛∫|a|²ds):

E[Zⁿ] = exp(Λₙt) E[M_t exp(½S_t)],
M_t = exp(−½∫a·dB − ⅛∫|a|²ds).

Since a is bounded, M is a martingale of mean one. By Girsanov's theorem it defines a new probability Q under which the particles X obey dX = dW − ½a dt, with W a Brownian motion. Thus

Aₙ(t) = E_Q[1/ψ(X_t)]. (8)

As ψ ≤ 1, Aₙ ≥ 1, which is the lower bound at every time.

The drift is −½a = ∇ln ψ. The generator is therefore ½ψ⁻²∇·(ψ²∇f), which is symmetric with weight ψ². Describe the relative positions by y, with components x_k−x_{k+1}; together with the centre of mass they have unit Jacobian. The relative motion is reversible with probability density

π(y) = ψ²/N, N = ∫ψ²dy. (9)

The remaining question is whether the average of the unbounded function 1/ψ converges. This requires control of the contact time of a pair whose final separation r is given. For a contact potential −cδ(r), the Laplace transform in time of the pair propagator solves (s−∂²/∂r²−cδ)G = δ. Its solution is

G = exp(−√s|r|)/(2√s−c) = ∫₀^∞ exp(cu) exp[−√s(|r|+2u)] du,

for 2√s > c. The factor multiplying exp(cu) is the transform of the joint density of r and ℓ = u. Integrating it from u upwards gives exp[−√s(|r|+2u)]/(2√s), the transform of the free density p_t(|r|+2u), where p_t(r) = exp(−r²/4t)/√(4πt). Dividing by p_t(r),

P(ℓ>u | r) = exp[−(u²+|r|u)/t]. (10)

At t = 1 this is at most exp(−u²), whatever r is. Hölder's inequality over the n(n−1)/2 pairs then bounds the mean of exp(Σℓᵢⱼ), given the final positions, by a constant C.

Let q_t(y) be the probability density at y under Q, relative to π, after a start at coincidence. At t = 1,

q₁(y) ≤ N exp(−Λₙ) C p(y)/ψ(y),

where p is the free Gaussian density of the relative positions. The Gaussian outweighs the linear exponent in 1/ψ, so q₁ is bounded by some number M₀. By reversibility, q_t for t > 1 is an average of q₁, so it has the same bound.

The quadratic form of minus the generator is ½∫|∇f|²π dy, which vanishes only for constants. The spectral theorem therefore gives q_t → 1 in mean square. Now (8) reads

Aₙ(t) = (1/N) ∫ q_t(y) ψ(y) dy. (11)

The integrand is bounded by M₀ψ, which is integrable, so dominated convergence gives Aₙ → ∫ψdy/∫ψ²dy.

To evaluate these integrals, order the particles and call the successive gaps g₁,…,gₙ₋₁. Gap k separates k particles from n−k, so S = Σk(n−k)g_k. Adding the n! orderings,

∫ψ²dy = n! Πₖ 1/[k(n−k)] = n!/[(n−1)!]²,
∫ψdy = n! Πₖ 2/[k(n−k)] = 2ⁿ⁻¹ n!/[(n−1)!]². (12)

The ratio is 2ⁿ⁻¹, which proves (2). For n = 3 the lattice prefactor, taken relative to the lattice's own ground-state growth, is 3.88 at t = 4 and 3.98 at t = 12; the continuum limit is 4.

**Two particles at finite time, and a point start**

For n = 2, integrating the joint transform exp[−√s(|r|+2u)] over r gives (2/√s)exp(−2√s u). This is the transform of the density of ℓ, (2/√(πt))exp(−u²/t). Completing the square, u−u²/t = t/4−(u−t/2)²/t, yields

E[Z²] = 2 exp(t/4) F(√(t/2)), (13)

where F is the standard normal distribution function. At t = 0, F = ½ and the moment is 1; at late times F → 1 and the prefactor is 2. At t = 4 the formula gives 5.009 and a lattice calculation 5.002.

If Z starts as δ(x), all particles must also return to the origin. The centre of mass moves freely with variance t/n and contributes √(n/2πt). The relative return density is exp(Λₙt)q_t(0)/N. By reversibility q_t(0) = ∫q_{t/2}²π dy → 1, so with (12)

E[Z(t,0)ⁿ] ≈ √(n/2πt) · {[(n−1)!]²/n!} exp(Λₙt)
= (n−1)! exp(Λₙt)/√(2πnt). (14)

The rate is unchanged; the prefactor now decays.

**Which events carry a moment**

The part of E[Zⁿ] from Z > exp(st) is at most exp(−st)E[Zⁿ⁺¹]. It is negligible at late times if s > Λₙ₊₁−Λₙ = n(n+1)/8. The part from Z < exp(st) is at most exp(st)E[Zⁿ⁻¹], negligible if s < Λₙ−Λₙ₋₁ = n(n−1)/8. The nth moment is thus carried by

n(n−1)/8 ≤ (ln Z)/t ≤ n(n+1)/8. (15)

By Markov's inequality, the probability of reaching the lower edge is at most exp(−n²(n−1)t/8)E[Zⁿ], that is,

Aₙ exp[−n(n−1)(2n−1)t/24]. (16)

For n = 3 and t = 12 the exponential is exp(−15), about 3×10⁻⁷, far beyond 2000 samples. The sample that spoiled the average had Z = 3962, or (ln Z)/t = 0.69, just below the window's lower edge of 0.75. Markov's inequality with the second moment, about 40 by (13), puts the chance of so large a value among 2000 samples below 1 %, so this run was a very unusual one. A typical run misses the rare peaks and falls far below the true third moment, as the median batch does. The median of Z was 0.24 although the mean is 1: the rates Λₙ do not describe a typical field.

The cubic law also needs noise without a smallest length. On a lattice of spacing a, a contact has energy −1/a and the kinetic energy is not negative, so the rate cannot exceed n(n−1)/(2a). The law must fail once n+1 > 12/a.

**A growing edge**

Let the height h of a one-dimensional front obey the Kardar–Parisi–Zhang equation

∂h/∂t = ν ∂²h/∂x² + (λ/2)(∂h/∂x)² + η, (17)

where η is white noise of strength D, meaning E[η(t,x)η(s,y)] = D δ(t−s)δ(x−y). Put W = exp(λh/2ν). Then ν∂²W/∂x² equals (λ/2ν)W[ν∂²h/∂x² + (λ/2)(∂h/∂x)²], so

∂W/∂t = ν ∂²W/∂x² + (λ/2ν)Wη.

The Itô reading shifts h by a uniform amount growing with time, which cancels in Z = W/E[W]. Measure length in X and time in T. Diffusivity one half requires νT/X² = ½. Since η scales as √(D/XT), unit noise requires (λ/2ν)√(DT/X) = 1. Together,

X = 8ν³/(λ²D), T = X²/(2ν), (18)

and the moment rates are Λₙ/T.

Consider a long, straight, rough graphene edge growing from vapour on copper at 1300 K (kT = 0.112 eV), limited by attachment. The assumed rough values are stiffness β = 1 eV/nm, driving force μ = 0.02 eV per atom and speed v = 10 nm/s. The area per atom is Ω = 0.0262 nm². With attachment and detachment rates k₊ and k₋ per length, v = Ω(k₊−k₋), k₋/k₊ = exp(−μ/kT), and independent events give D = Ω²(k₊+k₋). An edge of curvature κ = −∂²h/∂x² multiplies k₋ by exp(Ωβκ/kT). To first order this gives

ν = Ω²k₋β/kT = vΩβ/{kT[exp(μ/kT)−1]}
= 10×0.0262×1/(0.112×0.1955) = 12.0 nm²/s,

and D = 2.94 nm³/s. Isotropic growth along the normal advances h at v√(1+h′²) ≈ v+(v/2)h′², where h′ = ∂h/∂x, so λ = v. Then (18) gives

X = 8×11.97³/(10²×2.943) = 46.6 nm,
T = 46.6²/(2×11.97) ≈ 91 s.

At late times the second and third moments grow at 0.25/T = 2.8×10⁻³ s⁻¹ and 1/T = 1.1×10⁻² s⁻¹. Averaged over a finite run from a flat start they grow faster, because the prefactors Aₙ also rise from 1 towards 2ⁿ⁻¹. An advance of 5000 nm takes 500 s, or t = 5.5. Equation (13) gives E[Z²] = 7.6; lattice evolution, with its growth rate corrected to Λ₃, gives E[Z³] ≈ 980, within 1 % of the continuum value. With the height unit 2ν/λ = 2.39 nm, the window (15) for n = 2 lies 3.3 to 9.9 nm ahead of the level at which Z = 1. At this moderate t its edges are only indicative, and a large part of the second moment still comes from outside them. For n = 3, (16) with A₃ ≈ 4 says that at most about 0.4 % of independent trials reach the window at a given point.

These figures illustrate magnitudes and do not predict a real edge. Graphene islands on copper can be faceted, which breaks the assumption of isotropy. If the speed varies with edge angle θ as v(1+ε cos 6θ), then λ at θ = 0 is the speed plus its second angular derivative, v(1−35ε). With ν and D held fixed, T varies as λ⁻⁴: ε = +1 % multiplies it by 5.6 and ε = −1 % by 0.30. Since T also varies as ν⁵, halving or doubling the stiffness at fixed v and D changes it by a factor of 32 either way. The stiffness is uncertain by more than a factor of two, because it depends exponentially on the kink energy E_k. The simple terrace-step-kink estimate is β = (2kT a∥/a⊥²) sinh²(E_k/2kT), with a∥ = 0.246 nm and a⊥ = 0.213 nm. In it, β = 1 eV/nm corresponds to E_k ≈ 0.18 eV. A value E_k = 0.3 eV gives 3.8 eV/nm and T ≈ 7.5×10⁴ s, and 0.5 eV gives 26 eV/nm and T ≈ 10⁹ s. For such stiffer edges a 500 s run stays at t ≪ 1, where the late-time rates do not apply. The kinetic assumption matters as well: detailed balance would equally allow the curvature to act on attachment instead of detachment, which multiplies ν by exp(μ/kT) = 1.20 and raises T from 91 s to about 220 s.

Steep slopes matter too. In the linear theory each height mode of wavenumber q has stationary power D/(2νq²), so the slope has a flat spectrum. Cut off at the lattice constant 0.246 nm, its mean square is D/(2ν×0.246 nm) = 0.50. For Gaussian slopes the next term of √(1+h′²) is then, in size, about 37 % of the quadratic one. The effect on the time unit is larger: averaging the second derivative (1+h′²)^(−3/2) over these slopes gives, as a rough estimate, λ ≈ 0.68v, which at fixed ν and D multiplies T by nearly 5. The parameters must therefore be understood as effective values on longer scales; at length X the mean square slope is 0.003.

Finally, supply by diffusion must not limit growth. The edge consumes v/Ω atoms per length and time. To bring them over a distance L, the adatom density ρ must drop by Δρ = (v/Ω)L/Dₐ, where Dₐ is the adatom diffusivity, and this lowers the driving force by about kTΔρ/ρ. Over a supply distance of 5000 nm, keeping the loss of driving force below 10 % requires the product of adatom diffusivity and density to exceed (v/Ω)(5000 nm)kT/(0.1μ) ≈ 1×10⁸ s⁻¹. Below this the local equation (17) becomes doubtful. The numerical output lists these estimates with the lattice results.

Calculated quantities

```
Growth rates (dimensionless): lattice limit, formula
  n=2: 0.2500, 0.2500
  n=3: 1.0004, 1.0000
  n=3 overlap with exponential ground state: 0.99999
  n=4: 2.4991, 2.5000
E[Z^2] at t=4: lattice 5.0022, formula 5.0090
E[Z^3] from lattice evolution, and prefactor A_3 (limit 4)
  t=4: 216.3, A_3=3.883
  t=8: 1.235e+04, A_3=3.977
  t=12: 6.887e+05, A_3=3.982
  late growth rate of E[Z^3]: 1.0054
Point start n=3, relative return factor: 0.6747, formula 0.6667
Sampled E[Z^2] at t=1: 1.925, formula 1.952
E[Z^3] at t=12: sampling scheme 8.182e+05, finer lattice 6.887e+05
Samples at t=12: 2000; median Z 0.236, largest Z 3962
All samples: sampled / true E[Z^3] = 38
  share of the sum from the largest sample: 1.0000
Batches of 100: median sampled / true = 5.24e-05
  batches below half the true value: 19 of 20
Edge inputs: temperature 1300 K, kT 0.1120 eV
  stiffness 1.00 eV/nm, driving force 0.020 eV
  speed 10.0 nm/s, advance 5000 nm
  lattice constant 0.246 nm, area per atom 0.0262 nm^2
nu: 11.967 nm^2/s; D: 2.943 nm^3/s
Length unit X: 46.58 nm; time unit: 90.67 s
Advance during one time unit: 907 nm
Height unit 2 nu/lambda: 2.393 nm
Moment growth rate n=2: 2.757e-03 1/s
Moment growth rate n=3: 1.103e-02 1/s
Moment growth rate n=4: 2.757e-02 1/s
Pair rate by diagonalization in nm, s: 2.756e-03 1/s
Run time: 500 s = 5.515 time units
Normalised moments after run: n=2 7.55, n=3 981
Height window for n=2: 3.30 to 9.90 nm
Neglected effects:
  sixfold speed variation +1 %: lambda/v 0.650, time unit x 5.60
  sixfold speed variation -1 %: lambda/v 1.350, time unit x 0.30
  stiffness halved / doubled: time unit x 0.0312 / 32.0
  mean square slope at atomic cutoff: 0.500
  mean square slope at length X: 0.00264
  quartic/quadratic slope term at cutoff: 0.375
  adatom diffusivity x density for 10 % depletion: 1.07e+08 1/s
  same, for weak diffusive instability: 1.77e+07 1/s
```
